# The Galitskii-Migdal formula: total energy from the one-particle spectral function: a program that tests the result

```python
# Galitskii-Migdal formula, Hartree units, T = 0, H = T + V with V two-body:
#   E0  = 1/2 int_{-inf}^{mu} dw Tr[(w + h) A(w)]
#   <V> = 1/2 int dnu/2pi e^{i nu 0+} Tr[Sigma G](mu + i nu)
#       = 1/2 Tr[Sinf gamma] + Uc,  Uc = int_0^inf dnu/2pi Re Tr[Sigma_c G](mu + i nu)
# h: one-body matrix, g = <pq||rs>, A: spectral function, G(z) = int A(w)/(z-w),
# Sigma = z - h - G^-1, gamma_pq = <a+_q a_p>, Sinf_pq = sum g_prqs gamma_sr,
# Sigma_c = Sigma - Sinf, mu in the gap. Reference values are expectation values in
# the exact ground state built from explicit Fock-space operators, and PySCF full CI.
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf import gto, scf, fci
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
t, wt = np.polynomial.legendre.leggauss(200)
NU, WNU = 1.5*(1 + t)/(1 - t), wt*3.0/(1 - t)**2      # grid on (0, inf)
tr = lambda m: np.trace(m).real
dag = lambda m: m.conj().T

def annihilators(n):
    low = sp.csr_matrix([[0., 1.], [0., 0.]]); Z = sp.diags([1., -1.]); I = sp.identity(2)
    ops = []
    for p in range(n):
        m = sp.identity(1)
        for q in range(n):
            m = sp.kron(m, Z if q < p else (low if q == p else I), format='csr')
        ops.append(m.astype(complex))
    return ops

def k_body(a, k, element):
    sets = list(itertools.combinations(range(len(a)), k)); B = []
    for s in sets:
        m = a[s[0]]
        for r in s[1:]:
            m = a[r] @ m
        B.append(m)
    op = 0*a[0]
    for i, si in enumerate(sets):
        right = 0*a[0]
        for j, sj in enumerate(sets):
            c = element(i, j, si, sj)
            if abs(c) > 1e-14:
                right = right + c*B[j]
        op = op + dag(B[i]) @ right
    return op.tocsr()

def solve(h, g, N, w3=None):
    n = len(h); a = annihilators(n)
    T = k_body(a, 1, lambda i, j, s, r: h[i, j])
    V = k_body(a, 2, lambda i, j, s, r: g[s + r])
    W = k_body(a, 3, lambda i, j, s, r: w3[i, j]) if w3 is not None else 0*V
    for k, op in ((1, T), (2, V), (3, W)):             # sum a+_p [a_p, O_k] = k O_k
        d = -k*op
        for x in a:
            d = d + dag(x) @ (x @ op - op @ x)
        assert np.abs(d.toarray()).max() < 1e-11
    H = (T + V + W).tocsr()
    num = np.rint(sum((dag(x) @ x).diagonal().real for x in a)).astype(int)
    sec = {}
    for M in (N - 1, N, N + 1):
        idx = np.where(num == M)[0]
        e, v = np.linalg.eigh(H[idx][:, idx].toarray()); sec[M] = (idx, e, v)
    idx, e, v = sec[N]; assert e[1] - e[0] > 1e-2      # non-degenerate
    psi = np.zeros(2**n, complex); psi[idx] = v[:, 0]; E0 = e[0]
    (im, em, vm), (ip, ep, vp) = sec[N - 1], sec[N + 1]
    def amp(ops):
        rem = np.array([dag(vm) @ (o @ psi)[im] for o in ops])
        add = np.array([dag(vp) @ (dag(o) @ psi)[ip] for o in ops]).conj()
        return np.hstack([rem, add])
    U = amp(a); UJ = amp([x @ (V + W) - (V + W) @ x for x in a])
    ex = lambda o: np.vdot(psi, o @ psi)
    gam = np.array([[ex(dag(a[q]) @ a[p]) for q in range(n)] for p in range(n)])
    lo, hi = E0 - em[0], ep[0] - E0; assert hi - lo > 0.1
    return dict(U=U, UJ=UJ, eps=np.r_[E0 - em, ep - E0], E0=E0, T=ex(T).real,
                V=ex(V).real, W=ex(W).real, gam=gam, lo=lo, hi=hi)

def gm_spectral(U, eps, h, mu):
    occ = eps < mu; R = U[:, occ]
    return 0.5*(tr((R*eps[occ]) @ dag(R)) + tr(h @ R @ dag(R)))

def on_axis(G, Sig, Sinf, mu):
    gam = 0.5*np.eye(len(Sinf), dtype=complex); folded = Uc = 0.0
    for nu, w in zip(NU, WNU):
        z = mu + 1j*nu; Gz, Sz = G(z), Sig(z)
        gam += w*(Gz + dag(Gz))/(2*np.pi)
        folded += w*tr(Sz @ Gz)/(2*np.pi); Uc += w*tr((Sz - Sinf) @ Gz)/(2*np.pi)
    return gam, folded, Uc

def check_exact(h, g, N):
    s = solve(h, g, N); U, eps = s['U'], s['eps']; I = np.eye(len(h))
    G = lambda z: (U/(z - eps)) @ dag(U)
    Sig = lambda z: z*I - h - np.linalg.inv(G(z))
    mu = 0.5*(s['lo'] + s['hi']); R = U[:, eps < mu]
    assert np.abs(U @ dag(U) - I).max() < 1e-10
    assert np.abs(R @ dag(R) - s['gam']).max() < 1e-10
    s['m1'] = tr((R*eps[eps < mu]) @ dag(R))
    assert abs(s['m1'] - s['T'] - 2*s['V']) < 1e-9
    s['EGM'] = gm_spectral(U, eps, h, mu); assert abs(s['EGM'] - s['E0']) < 1e-9
    z = mu + 0.3 + 0.7j                                # equation of motion
    assert np.abs(Sig(z) @ G(z) - (s['UJ']/(z - eps)) @ dag(U)).max() < 1e-9
    Sinf = np.einsum('prqs,sr->pq', g, s['gam'])
    Sbig = Sig(mu + 1e4j)                              # Hermitian part: error O(1/nu^2)
    assert np.abs(0.5*(Sbig + dag(Sbig)) - Sinf).max() < 1e-6
    M1, M2 = (U*eps) @ dag(U), (U*eps**2) @ dag(U); s['S1'] = tr(M2 - M1 @ M1)
    f = lambda nu: tr((Sig(mu + 1j*nu) - Sinf) @ G(mu + 1j*nu))
    s['tail'] = 1e6*f(1e3); assert abs(s['tail']/(-s['S1']) - 1) < 1e-3
    for m in (0.75*s['lo'] + 0.25*s['hi'], mu):        # independent of mu in the gap
        gam, folded, Uc = on_axis(G, Sig, Sinf, m)
        assert np.abs(gam - s['gam']).max() < 1e-8
        assert abs(0.25*tr(Sinf) + folded - s['V']) < 1e-8
        assert abs(0.5*tr(Sinf @ s['gam']) + Uc - s['V']) < 1e-8
    top = np.abs(eps - s['lo']) < 1e-7                 # mu moved below the first pole
    mu_out = 0.5*(s['lo'] + eps[eps < s['lo'] - 1e-7].max())
    shift = on_axis(G, Sig, Sinf, mu_out)[1] - folded
    Rt = U[:, top] @ dag(U[:, top])
    assert abs(shift + 0.5*tr((s['lo']*I - h) @ Rt)) < 1e-7 and abs(shift) > 1e-3
    s.update(mu=mu, Sinf=Sinf, folded=folded, Uc=Uc, f=f, mu_out=mu_out, shift=shift)
    return s

# convergence-factor integral at finite eta
for x in (-0.7, 0.7):
    eta = 0.4
    val = (quad(lambda y: -x/(y*y + x*x), 0, np.inf, weight='cos', wvar=eta)[0]
           + quad(lambda y: y/(y*y + x*x), 0, np.inf, weight='sin', wvar=eta)[0])/np.pi
    assert abs(val - (np.exp(x*eta) if x < 0 else 0.0)) < 1e-6

# random complex model, 6 spin orbitals, 3 particles
rng = np.random.default_rng(1)
def herm(n, c):
    m = rng.normal(size=(n, n)) + 1j*rng.normal(size=(n, n)); return c*(m + dag(m))/2
hm = np.diag([-3., -2., -1., 1., 2., 3.]) + herm(6, 0.15)
gm = np.zeros((6,)*4, complex); pm = herm(15, 0.15) + 0.3*np.eye(15)
prs = list(itertools.combinations(range(6), 2))
for i, (p, q) in enumerate(prs):
    for j, (r, s_) in enumerate(prs):
        gm[p, q, r, s_] = gm[q, p, s_, r] = pm[i, j]
        gm[q, p, r, s_] = gm[p, q, s_, r] = -pm[i, j]
mod = check_exact(hm, gm, 3)
print(f"model: E0 = {mod['E0']:.8f}, E_GM = {mod['EGM']:.8f} Ha")
m3 = solve(hm, gm, 3, herm(20, 0.1) + 0.3*np.eye(20))
err = gm_spectral(m3['U'], m3['eps'], hm, 0.5*(m3['lo'] + m3['hi'])) - m3['E0']
assert abs(err - m3['W']/2) < 1e-9 and abs(err) > 0.02
print(f"model + 3-body: <W> = {m3['W']:.8f}, E_GM - E0 = {err:.8f} Ha")

# Be atom, STO-3G
mol = gto.M(atom='Be 0 0 0', basis='sto-3g', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.kernel()
C = mf.mo_coeff; S2 = np.eye(2); n, N = 10, 4
h = np.kron(C.T @ mf.get_hcore() @ C, S2)
eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'), C, C, C, C, optimize=True)
chem = np.einsum('pqrs,ab,cd->paqbrcsd', eri, S2, S2).reshape((n,)*4)
phys = chem.transpose(0, 2, 1, 3); g = phys - phys.transpose(0, 1, 3, 2)
be = check_exact(h, g, N)
ci = fci.FCI(mf); ci.conv_tol = 1e-12; Efci = ci.kernel()[0]
assert abs(be['EGM'] - Efci) < 1e-8
print("Be, STO-3G, full CI, 10 spin orbitals, N = 4")
print(f"E0 (PySCF FCI) = {Efci:.8f} Ha")
print(f"E_GM spectral  = {be['EGM']:.8f} Ha = {be['EGM']*EV:.4f} eV")
print(f"E_N - E_N-1 = {be['lo']:.6f} Ha, E_N+1 - E_N = {be['hi']:.6f} Ha")
print(f"mu (midgap) = {be['mu']:.6f} Ha")
groups = []
for k in np.argsort(-be['eps']):
    if be['eps'][k] < be['mu']:
        u = be['U'][:, k]; z_, h_ = np.vdot(u, u).real, np.vdot(u, h @ u).real
        if groups and abs(groups[-1][0] - be['eps'][k]) < 1e-7:
            groups[-1][1] += z_; groups[-1][2] += h_
        else:
            groups.append([be['eps'][k], z_, h_])
groups.sort(key=lambda r: -r[1])
print("removal poles: eps (Ha), Tr R, Tr hR (Ha), (eps TrR + Tr hR)/2 (Ha)")
for e_, z_, h_ in groups[:5]:
    print(f"  {e_:10.6f} {z_:9.6f} {h_:11.6f} {0.5*(e_*z_ + h_):11.6f}")
print(f"  other poles: Tr R = {sum(r[1] for r in groups[5:]):.6f}, "
      f"energy = {sum(0.5*(r[0]*r[1] + r[2]) for r in groups[5:]):.6f} Ha")
print(f"int w Tr A below mu = {be['m1']:.8f} Ha")
print(f"<T> = Tr h gamma = {be['T']:.8f} Ha, <V> = {be['V']:.8f} Ha")
EHx = 0.5*tr(be['Sinf'] @ be['gam'])
print(f"1/2 Tr Sinf gamma = {EHx:.8f} Ha")
print(f"Uc = {be['Uc']:.8f} Ha = {be['Uc']*EV:.4f} eV")
print(f"1/4 Tr Sinf = {0.25*tr(be['Sinf']):.8f} Ha")
print(f"int_0^inf Re Tr Sigma G/2pi = {be['folded']:.8f} Ha")
for nu in (0.01, 0.3, 1.0, 5.0):
    print(f"  Re Tr Sigma_c G at nu = {nu:4.2f} Ha: {be['f'](nu):.6f}")
print(f"nu^2 Re Tr Sigma_c G at nu = 1000 Ha: {be['tail']:.6f} Ha^2, Tr S1 = {be['S1']:.6f} Ha^2")
print(f"mu = {be['mu_out']:.6f} Ha (outside gap): trace shifts by {be['shift']:.6f} Ha")

# Hartree-Fock G0, direct RPA and G0W0@HF
e0 = np.repeat(mf.mo_energy, 2); gam0 = np.diag([1.]*N + [0.]*(n - N))
SHF = np.einsum('prqs,sr->pq', g, gam0); assert np.abs(h + SHF - np.diag(e0)).max() < 1e-6
mu0 = 0.5*(e0[N - 1] + e0[N]); I = np.eye(n)
EHF = gm_spectral(I, e0, h, mu0); assert abs(EHF - mf.e_tot) < 1e-7
print(f"HF eps 1s, 2s, 2p = {e0[0]:.6f}, {e0[2]:.6f}, {e0[4]:.6f} Ha; mu0 = {mu0:.6f} Ha")
print(f"HF h_1s1s, h_2s2s = {h[0, 0]:.6f}, {h[2, 2]:.6f} Ha; E_HF from GM = {EHF:.8f} Ha")
print(f"E0 - E_HF = {be['E0'] - EHF:.8f} Ha; <T> + 1/2 Tr Sinf gamma - E_HF = {be['T'] + EHx - EHF:.8f} Ha")
D = (e0[None, N:] - e0[:N, None]).ravel(); nov = len(D)
Vov = chem[:, :, :N, N:].reshape(n, n, nov); K = Vov[:N, N:].reshape(nov, nov)
def rpa(lam):
    w2, Z = np.linalg.eigh(np.sqrt(D)[:, None]*(np.diag(D) + 2*lam*K)*np.sqrt(D))
    Om = np.sqrt(w2)
    return Om, np.sqrt(D)[:, None]*Z/np.sqrt(Om), 0.5*(Om.sum() - D.sum() - lam*tr(K))
Om, XY, EcRPA = rpa(1.0)
wamp = Vov @ XY; Wm = wamp.reshape(n, n*nov)
dpole = (e0[:, None] + np.where(np.arange(n) < N, -1., 1.)[:, None]*Om).ravel()
Sc = lambda z: (Wm/(z - dpole)) @ Wm.T
chi0 = lambda y: np.diag(-2*D/(y*y + D*D))
conv = np.zeros((n, n), complex); U_chi = 0.0; nu = 0.3
for y, w in zip(NU, WNU):
    chi = np.linalg.solve(np.eye(nov) - chi0(y) @ K, chi0(y))
    U_chi -= w*tr((chi - chi0(y)) @ K)/(2*np.pi)
    g2 = 1/(mu0 + 1j*(nu + y) - e0) + 1/(mu0 + 1j*(nu - y) - e0)
    conv -= w*np.einsum('prx,qrx,r->pq', Vov @ chi, Vov, g2)/(2*np.pi)
assert np.abs(conv - Sc(mu0 + 1j*nu)).max() < 1e-8     # Sigma_c = -G0 W_c
U0 = on_axis(lambda z: np.diag(1/(z - e0)), lambda z: SHF + Sc(z), SHF, mu0)[2]
U_closed = -np.sum(wamp[:N, N:].reshape(nov, nov)**2/(D[:, None] + Om))
U_lam = (rpa(1 + 1e-4)[2] - rpa(1 - 1e-4)[2])/2e-4
assert abs(U0 - U_chi) < 1e-8 and abs(U0 - U_closed) < 1e-8 and abs(U0 - U_lam) < 1e-7
assert abs(U0 - EcRPA) > 1e-3
print(f"Uc[Sigma_GW, G0] = {U0:.8f} Ha; from chi: {U_chi:.8f} Ha")
print(f"dEc_RPA/dlambda = {U_lam:.8f} Ha; Ec_RPA = {EcRPA:.8f} Ha")
print(f"E_HF + Uc[G0] = {EHF + U0:.8f} Ha; E_HF + Ec_RPA = {EHF + EcRPA:.8f} Ha")
ee, vv = np.linalg.eigh(np.block([[h + SHF, Wm], [Wm.T, np.diag(dpole)]]))
E_sp = gm_spectral(vv[:n], ee, h, mu0)                 # poles from the upfolded matrix
gamD, foldD, UcD = on_axis(lambda z: np.linalg.inv(z*I - h - SHF - Sc(z)),
                           lambda z: SHF + Sc(z), SHF, mu0)
E_ax = tr(h @ gamD) + 0.5*tr(SHF @ gamD) + UcD
assert abs(E_sp - E_ax) < 1e-7 and abs(0.25*tr(SHF) + foldD + tr(h @ gamD) - E_sp) < 1e-7
assert abs(tr(gamD) - N) > 1e-6 and abs(E_sp - EHF - U0) > 1e-4
print(f"Dyson G0W0: Tr gamma = {tr(gamD):.6f}, Tr h gamma = {tr(h @ gamD):.8f} Ha")
print(f"Dyson G0W0: 1/2 Tr S_HF gamma = {0.5*tr(SHF @ gamD):.8f} Ha, Uc = {UcD:.8f} Ha")
print(f"Dyson G0W0: E spectral = {E_sp:.8f} Ha, E axis = {E_ax:.8f} Ha")
print("OK")
```

It prints:

```
model: E0 = -5.32137717, E_GM = -5.32137717 Ha
model + 3-body: <W> = 0.09911557, E_GM - E0 = 0.04955778 Ha
Be, STO-3G, full CI, 10 spin orbitals, N = 4
E0 (PySCF FCI) = -14.40365511 Ha
E_GM spectral  = -14.40365511 Ha = -391.9434 eV
E_N - E_N-1 = -0.305455 Ha, E_N+1 - E_N = 0.238747 Ha
mu (midgap) = -0.033354 Ha
removal poles: eps (Ha), Tr R, Tr hR (Ha), (eps TrR + Tr hR)/2 (Ha)
   -4.479605  1.998383  -15.701360  -12.326663
   -0.305455  1.791438   -3.149384   -1.848294
   -0.452277  0.208460   -0.340656   -0.217469
   -4.946189  0.001261   -0.009922   -0.008080
  -10.619119  0.000275   -0.002157   -0.002537
  other poles: Tr R = 0.000184, energy = -0.000612 Ha
int w Tr A below mu = -9.60353079 Ha
<T> = Tr h gamma = -19.20377942 Ha, <V> = 4.80012431 Ha
1/2 Tr Sinf gamma = 4.94709676 Ha
Uc = -0.14697245 Ha = -3.9993 eV
1/4 Tr Sinf = 5.22992300 Ha
int_0^inf Re Tr Sigma G/2pi = -0.42979869 Ha
  Re Tr Sigma_c G at nu = 0.01 Ha: -1.688500
  Re Tr Sigma_c G at nu = 0.30 Ha: -0.921439
  Re Tr Sigma_c G at nu = 1.00 Ha: -0.188559
  Re Tr Sigma_c G at nu = 5.00 Ha: -0.009010
nu^2 Re Tr Sigma_c G at nu = 1000 Ha: -0.244280 Ha^2, Tr S1 = 0.244283 Ha^2
mu = -0.378866 Ha (outside gap): trace shifts by -1.301090 Ha
HF eps 1s, 2s, 2p = -4.483992, -0.254038, 0.221086 Ha; mu0 = -0.016476 Ha
HF h_1s1s, h_2s2s = -7.857501, -1.756350 Ha; E_HF from GM = -14.35188048 Ha
E0 - E_HF = -0.05177463 Ha; <T> + 1/2 Tr Sinf gamma - E_HF = 0.09519782 Ha
Uc[Sigma_GW, G0] = -0.06403601 Ha; from chi: -0.06403601 Ha
dEc_RPA/dlambda = -0.06403601 Ha; Ec_RPA = -0.03636455 Ha
E_HF + Uc[G0] = -14.41591649 Ha; E_HF + Ec_RPA = -14.38824502 Ha
Dyson G0W0: Tr gamma = 4.002878, Tr h gamma = -19.22645525 Ha
Dyson G0W0: 1/2 Tr S_HF gamma = 4.88828054 Ha, Uc = -0.06177871 Ha
Dyson G0W0: E spectral = -14.39995342 Ha, E axis = -14.39995342 Ha
OK
```
